# Shear-Lag Theory of Thermal Mismatch Stress in a Film Strip: a program that tests the result

```python
"""
Shear-lag stress in a film strip on a compliant interlayer.
Result under test (strip -L < x < L, long in y, rigid substrate):
  s_xx = s0*(1 - cosh(x/ell)/cosh(L/ell)),  s0 = E*eps/(1-nu)
  ell  = sqrt(Ep*hf*hi/Gi),  Ep = E/(1-nu**2)
E, nu, hf: film Young's modulus, Poisson ratio, thickness
Gi, hi: interlayer shear modulus and thickness; eps: mismatch strain.
The independent road is two-dimensional finite-element elasticity with
biquadratic elements, zero total strain along y, and free film surfaces.
Lengths in the example are in micrometres and moduli in GPa.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Integrals of quadratic shape functions on the unit interval
MASS = np.array([[4, 2, -1], [2, 16, 2], [-1, 2, 4]]) / 30
STIFF = np.array([[7, -8, 1], [-8, 16, -8], [1, -8, 7]]) / 3
CROSS = np.array([[-3, -4, 1], [4, 0, -4], [-1, 4, 3]]) / 6
JUMP = np.array([-1.0, 0.0, 1.0])
MEAN = np.array([1.0, 4.0, 1.0]) / 6
KM, MK = np.kron(STIFF, MASS), np.kron(MASS, STIFF)
CCT, CTC = np.kron(CROSS, CROSS.T), np.kron(CROSS.T, CROSS)
DX, DZ = np.kron(JUMP, MEAN), np.kron(MEAN, JUMP)


def lame(young, poisson):
    shear = young / (2 * (1 + poisson))
    return young * poisson / ((1 + poisson) * (1 - 2 * poisson)), shear


def graded(length, cells, strength):
    s = np.linspace(0, 1, cells + 1)
    return length * np.sinh(strength * s) / np.sinh(strength)


def elastic_2d(film, inter, L, eps, substrate=None, eps_inter=0.0):
    """film, inter = (E, nu, h); substrate = (E, nu) or None if rigid.
    Returns column centres, film mean s_xx and s_yy, interlayer shear."""
    hf, hi = film[2], inter[2]
    inside = L - graded(L, 100, 4)[::-1]
    if substrate is None:
        outside = L + graded(12 * hi, 40, 3)[1:]
        z, layer = [0.0], []
    else:
        outside = L + graded(10 * L, 40, 7)[1:]
        z = list(-graded(10 * L, 16, 6)[::-1])
        layer = [0] * 16
    x = np.concatenate([inside, outside])
    z += list(np.linspace(0, hi, 7)[1:])
    z += list(np.linspace(hi, hi + hf, 4)[1:])
    z = np.array(z)
    layer += [1] * 6 + [2] * 3
    material = {1: lame(*inter[:2]), 2: lame(*film[:2])}
    if substrate is not None:
        material[0] = lame(*substrate)
    shrink = {0: 0.0, 1: eps_inter, 2: eps}
    nx, nz, nfilm = len(x) - 1, len(z) - 1, len(inside) - 1
    rows_z = 2 * nz + 1
    count = (2 * nx + 1) * rows_z
    force = np.zeros(2 * count)
    used = np.zeros(2 * count, bool)
    rows, cols, vals, cells = [], [], [], []
    for i in range(nx):
        dx = x[i + 1] - x[i]
        for j in range(nz):
            kind = layer[j]
            if kind == 2 and i >= nfilm:
                continue
            dz = z[j + 1] - z[j]
            lam, mu = material[kind]
            uu = (lam + 2 * mu) * KM * dz / dx + mu * MK * dx / dz
            ww = (lam + 2 * mu) * MK * dx / dz + mu * KM * dz / dx
            uw = lam * CCT + mu * CTC
            block = np.block([[uu, uw], [uw.T, ww]])
            nodes = ((2 * i + np.arange(3))[:, None] * rows_z
                     + 2 * j + np.arange(3)).ravel()
            dof = np.concatenate([nodes, nodes + count])
            rows.append(np.repeat(dof, 18))
            cols.append(np.tile(dof, 18))
            vals.append(block.ravel())
            used[dof] = True
            pre = (3 * lam + 2 * mu) * shrink[kind]
            force[nodes] -= pre * DX * dz
            force[nodes + count] -= pre * DZ * dx
            if i < nfilm and kind > 0:
                cells.append((i, kind, dx, dz, nodes))
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(2 * count, 2 * count)).tocsr()
    bottom = np.arange(2 * nx + 1) * rows_z
    used[bottom] = False
    used[bottom + count] = False
    used[:rows_z] = False                         # symmetry plane
    used[2 * nx * rows_z:count] = False           # far side
    free = np.flatnonzero(used)
    disp = np.zeros(2 * count)
    disp[free] = spsolve(matrix[free][:, free].tocsc(), force[free],
                         permc_spec="MMD_AT_PLUS_A")
    sxx, syy, tau = np.zeros(nfilm), np.zeros(nfilm), np.zeros(nfilm)
    for i, kind, dx, dz, nodes in cells:
        u, w = disp[nodes], disp[nodes + count]
        lam, mu = material[kind]
        if kind == 2:
            ex, ez = DX @ u * dz, DZ @ w * dx
            sxx[i] += ((lam + 2 * mu) * ex + lam * ez) / (dx * hf)
            syy[i] += lam * (ex + ez) / (dx * hf)
        else:
            tau[i] += mu * (DZ @ u * dx + DX @ w * dz) / (dx * hi)
    lam, mu = material[2]
    pre = (3 * lam + 2 * mu) * eps
    return (inside[1:] + inside[:-1]) / 2, sxx + pre, syy + pre, tau


def transfer_length(E, nu, hf, hi, Gi):
    return np.sqrt(E / (1 - nu**2) * hf * hi / Gi)


def profile(x, L, ell):
    return 1 - np.cosh(x / ell) / np.cosh(L / ell)


def measured_length(x, loss, L):
    """Decay length from the interior loss of stress alone."""
    k = np.argmin(abs(x - L / 2))
    target = np.log(loss[k] / loss[0])
    return brentq(lambda q: np.log(np.cosh(x[k] / q) / np.cosh(x[0] / q))
                  - target, L / 30, 20 * L)


def film_moduli(c11, c12, c44, axes):
    """Plane-strain and biaxial moduli of a cubic film with free surface."""
    a = np.array(axes, float)
    a /= np.linalg.norm(a, axis=1)[:, None]
    d = np.eye(3)
    c = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d))
         + (c11 - c12 - 2 * c44)
         * np.einsum('in,jn,kn,ln->ijkl', a, a, a, a))
    pairs = [(0, 0), (1, 1), (0, 1), (2, 2), (1, 2), (0, 2)]
    v = np.array([[c[p + q] for q in pairs] for p in pairs])
    q = v[:3, :3] - v[:3, 3:] @ np.linalg.solve(v[3:, 3:], v[3:, :3])
    return q[0, 0], q[0, 0] + q[0, 1]


CUBE = [[1, 0, 0], [0, 1, 0], [0, 0, 1]]
OCTA = [[1, -1, 0], [1, 1, -2], [1, 1, 1]]
NU_I = 0.35


def layer_of(Gi, hi):
    return (2 * Gi * (1 + NU_I), NU_I, hi)


# Moduli from the full stiffness tensor with stress-free surface
for nu in (0.1, 0.34, 0.45):
    lam, mu = lame(1.0, nu)
    plane, biaxial = film_moduli(lam + 2 * mu, lam, mu, OCTA)
    assert abs(plane - 1 / (1 - nu**2)) < 1e-10
    assert abs(biaxial - 1 / (1 - nu)) < 1e-10

# Decay length against each parameter. Remaining differences are of
# order (thickness/length)**2 and from averaging over mesh columns.
worst = 0.0
for nu, hf, hi, Gi in [(0.0, 1, 1, 4e-4), (0.4, 1, 1, 4e-4),
                       (0.3, 2, 1, 4e-4), (0.3, 1, 3, 4e-4),
                       (0.3, 1, 1, 1.6e-3)]:
    L = 120.0
    x, sxx, syy, tau = elastic_2d((1.0, nu, hf), layer_of(Gi, hi), L, 1.0)
    found = measured_length(x, 1 - sxx * (1 - nu), L)
    ratio = found / transfer_length(1.0, nu, hf, hi, Gi)
    worst = max(worst, abs(ratio - 1))
    assert abs(ratio - 1) < 0.01, (nu, hf, hi, Gi, ratio)
    if nu == 0.4:
        base = np.sqrt(hf * hi / Gi)
        ratio_plane = ratio
        ratio_uniaxial = found / base
        ratio_biaxial = found / (base / np.sqrt(1 - nu))
        assert abs(ratio_uniaxial - 1) > 0.05
        assert abs(ratio_biaxial - 1) > 0.05

# Whole profile: the edge correction must shrink with hi/ell
deviation = []
for Gi in (1.6e-3, 1e-4):
    nu = 0.3
    ell = transfer_length(1.0, nu, 1, 1, Gi)
    L = 4 * ell
    x, sxx, syy, tau = elastic_2d((1.0, nu, 1.0), layer_of(Gi, 1.0), L, 1.0)
    s0 = 1 / (1 - nu)
    inner = x < L - ell / 4
    model = profile(x, L, ell)
    deviation.append(np.max(abs(sxx / s0 - model)[inner]))
assert deviation[0] < 0.05 and deviation[1] < 0.45 * deviation[0]
assert np.max(abs(syy / s0 - (1 - nu * (1 - model)))[inner]) < 0.01
spot = L - ell / 2
tau_model = -s0 / ell * np.sinh(spot / ell) / np.cosh(L / ell)
assert abs(np.interp(spot, x, tau) / tau_model - 1) < 0.03

# Narrow strip: no plateau; correction of order hi/L is expected
ell = transfer_length(1.0, 0.3, 1, 1, 1e-4)
L = 40.0
x, sxx, syy, tau = elastic_2d((1.0, 0.3, 1.0), layer_of(1e-4, 1.0), L, 1.0)
narrow_fe = sxx[0] * 0.7
narrow_limit = L**2 / (2 * ell**2)
assert abs(narrow_fe / narrow_limit - 1) < 0.15

# Worked example: rough typical values for copper, polyimide and silicon
E, nu, hf = 120.0, 0.34, 1.0
Ei, hi = 2.7, 2.0
Gi = Ei / (2 * (1 + NU_I))
Es, nus, wafer = 160.0, 0.25, 700.0
L, cooling = 50.0, 60.0
alpha_film, alpha_sub, alpha_inter = 17e-6, 3e-6, 35e-6
eps = (alpha_film - alpha_sub) * cooling
Ep, Y = E / (1 - nu**2), E / (1 - nu)
ell = transfer_length(E, nu, hf, hi, Gi)
s0 = Y * eps
tau_edge = s0 * hf / ell * np.tanh(L / ell)
u_edge = s0 * ell / Ep * np.tanh(L / ell)

# Chain of film springs tied to the substrate by shear springs
n = 5000
step = L / n
tie = np.full(n, Gi / hi * step)
tie[-1] /= 2
spring = Ep * hf / step
band = np.zeros((2, n))
band[1] = tie + 2 * spring
band[1, -1] -= spring
band[0, 1:] = -spring
load = np.zeros(n)
load[-1] = -s0 * hf
u = solveh_banded(band, load)
assert abs((s0 + Ep * u[0] / step) / (s0 * profile(0, L, ell)) - 1) < 1e-4
assert abs(-u[-1] / u_edge - 1) < 1e-4
assert abs(-Gi * u[-1] / hi / tau_edge - 1) < 1e-4

film, inter = (E, nu, hf), (Ei, NU_I, hi)
x, rigid, rigid_y, rigid_tau = elastic_2d(film, inter, L, eps)
eps_i = (alpha_inter - alpha_sub) * cooling
_, with_inter, _, _ = elastic_2d(film, inter, L, eps, eps_inter=eps_i)
inter_change = np.max(abs(with_inter - rigid)) / s0
assert inter_change < 1e-6
_, soft, _, _ = elastic_2d(film, inter, L, eps, substrate=(Es, nus))
inner = x < L - ell / 4
gap_rigid = np.max(abs(rigid / s0 - profile(x, L, ell))[inner])
gap_soft = np.max(abs(soft / s0 - profile(x, L, ell))[inner])
# The example has finite hi/ell, so differences of that order are allowed
assert gap_rigid < 0.15 and gap_soft < 0.15

to_ev = 1e9 * 1e-30 / constants.e
print("TESTS")
print(f"Largest error of decay length, 5 cases: {100*worst:.2f} %")
print(f"nu=0.4, FE length / plane-strain formula: {ratio_plane:.4f}")
print(f"nu=0.4, FE length / formula with E: {ratio_uniaxial:.4f}")
print(f"nu=0.4, FE length / formula with E/(1-nu): {ratio_biaxial:.4f}")
print(f"Profile deviation, stiffer interlayer: {deviation[0]:.4f} of s0")
print(f"Profile deviation, 16x softer: {deviation[1]:.4f} of s0")
print(f"Narrow strip centre stress, FE: {narrow_fe:.4f} of s0")
print(f"Narrow strip centre stress, limit: {narrow_limit:.4f} of s0")
print("EXAMPLE INPUTS (rough)")
print(f"Film E = {E:.0f} GPa, nu = {nu:.2f}, hf = {hf:.1f} um")
print(f"Interlayer E = {Ei:.1f} GPa, nu = {NU_I:.2f}, hi = {hi:.1f} um")
print(f"Substrate E = {Es:.0f} GPa, nu = {nus:.2f}, h = {wafer:.0f} um")
print(f"Half-width L = {L:.0f} um, cooling = {cooling:.0f} K")
print(f"Expansion film, substrate, interlayer: {alpha_film*1e6:.0f}, "
      f"{alpha_sub*1e6:.0f}, {alpha_inter*1e6:.0f} 1e-6/K")
print("EXAMPLE RESULTS")
print(f"Mismatch strain: {eps:.2e}")
print(f"Interlayer shear modulus: {Gi:.3f} GPa")
print(f"Plane-strain modulus: {Ep:.1f} GPa")
print(f"Biaxial modulus: {Y:.1f} GPa")
print(f"Transfer length: {ell:.2f} um = {ell*1e4:.3e} angstrom")
print(f"Plateau stress s0: {s0*1e3:.1f} MPa = {s0*to_ev:.3e} eV/A^3")
print(f"L/ell = {L/ell:.3f}, hi/ell = {hi/ell:.3f}")
print(f"Edge shear stress: {tau_edge*1e3:.2f} MPa")
print(f"Edge shear strain: {100*tau_edge/Gi:.2f} %")
print(f"Edge displacement inward: {u_edge*1e3:.1f} nm")
print(f"Edge s_yy: {E*eps*1e3:.1f} MPa")
print("s_xx in MPa: model, FE rigid substrate, FE elastic substrate")
for name, dist in [("ell/2 from edge", ell / 2), ("ell from edge", ell),
                   ("2 ell from edge", 2 * ell), ("centre", L)]:
    at = L - dist
    print(f"{name}: {s0*profile(at, L, ell)*1e3:.1f}, "
          f"{np.interp(at, x, rigid)*1e3:.1f}, "
          f"{np.interp(at, x, soft)*1e3:.1f}")
print("NEGLECTED EFFECTS")
print(f"Max profile gap, rigid substrate: {100*gap_rigid:.1f} % of s0")
print(f"Max profile gap, elastic substrate: {100*gap_soft:.1f} % of s0")
estimate = 2 * ell * Gi / (Es / (1 - nus**2) * hi)
print(f"Substrate/interlayer compliance estimate: {100*estimate:.1f} %")
print(f"Interlayer thermal strain {eps_i:.2e} changes film stress")
print(f"  by less than 1e-6 of s0: {inter_change < 1e-6}")
peak = np.max(abs(rigid_tau))
print(f"FE peak depth-mean interlayer shear: {peak*1e3:.2f} MPa")
c11, c12, c44 = 168.0, 121.0, 75.0
print(f"Copper C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
for name, axes in [("(100) film, x along [100]", CUBE),
                   ("(111) film", OCTA)]:
    plane, biaxial = film_moduli(c11, c12, c44, axes)
    print(f"{name}: ell = {np.sqrt(plane*hf*hi/Gi):.2f} um, "
          f"s0 = {biaxial*eps*1e3:.1f} MPa")
relaxed = transfer_length(E, nu, hf, hi, Gi / 2)
print(f"Transfer length if polymer modulus halves: {relaxed:.2f} um")
slope = 4e-4
print(f"Copper modulus change at rough {slope:.0e}/K: "
      f"{100*slope*cooling:.1f} %")
bow = 4 * Y * hf / (Es / (1 - nus) * wafer)
print(f"Wafer strain relief, full-cover bound: {100*bow:.2f} %")
yield_film, yield_poly = 0.25, 0.05
print(f"s0 / rough copper yield {yield_film*1e3:.0f} MPa: "
      f"{s0/yield_film:.2f}")
print(f"Edge shear / rough polymer yield {yield_poly*1e3:.0f} MPa: "
      f"{tau_edge/yield_poly:.2f}")
print("ALL CHECKS PASSED")
```

Output:

```
TESTS
Largest error of decay length, 5 cases: 0.21 %
nu=0.4, FE length / plane-strain formula: 1.0007
nu=0.4, FE length / formula with E: 1.0918
nu=0.4, FE length / formula with E/(1-nu): 0.8457
Profile deviation, stiffer interlayer: 0.0228 of s0
Profile deviation, 16x softer: 0.0059 of s0
Narrow strip centre stress, FE: 0.0713 of s0
Narrow strip centre stress, limit: 0.0728 of s0
EXAMPLE INPUTS (rough)
Film E = 120 GPa, nu = 0.34, hf = 1.0 um
Interlayer E = 2.7 GPa, nu = 0.35, hi = 2.0 um
Substrate E = 160 GPa, nu = 0.25, h = 700 um
Half-width L = 50 um, cooling = 60 K
Expansion film, substrate, interlayer: 17, 3, 35 1e-6/K
EXAMPLE RESULTS
Mismatch strain: 8.40e-04
Interlayer shear modulus: 1.000 GPa
Plane-strain modulus: 135.7 GPa
Biaxial modulus: 181.8 GPa
Transfer length: 16.47 um = 1.647e+05 angstrom
Plateau stress s0: 152.7 MPa = 9.532e-04 eV/A^3
L/ell = 3.035, hi/ell = 0.121
Edge shear stress: 9.23 MPa
Edge shear strain: 0.92 %
Edge displacement inward: 18.5 nm
Edge s_yy: 100.8 MPa
s_xx in MPa: model, FE rigid substrate, FE elastic substrate
ell/2 from edge: 59.7, 68.3, 66.6
ell from edge: 95.7, 100.6, 97.8
2 ell from edge: 129.5, 131.2, 127.3
centre: 138.1, 139.0, 134.9
NEGLECTED EFFECTS
Max profile gap, rigid substrate: 7.0 % of s0
Max profile gap, elastic substrate: 6.4 % of s0
Substrate/interlayer compliance estimate: 9.7 %
Interlayer thermal strain 1.92e-03 changes film stress
  by less than 1e-6 of s0: True
FE peak depth-mean interlayer shear: 7.06 MPa
Copper C11, C12, C44 (rough): 168, 121, 75 GPa
(100) film, x along [100]: ell = 12.72 um, s0 = 96.4 MPa
(111) film: ell = 18.62 um, s0 = 218.3 MPa
Transfer length if polymer modulus halves: 23.30 um
Copper modulus change at rough 4e-04/K: 2.4 %
Wafer strain relief, full-cover bound: 0.49 %
s0 / rough copper yield 250 MPa: 0.61
Edge shear / rough polymer yield 50 MPa: 0.18
ALL CHECKS PASSED
```
